# Critical Mismatch and Soliton Formation in a Monolayer on an Oxide: a program that tests the result

```python
"""Critical mismatch of a monolayer locked to an oxide (Frenkel-Kontorova chain).

Result under test:  delta_c = (2 sqrt2 / pi) sqrt(W / (K s^2))
  s      spacing of layer cells when locked to the oxide
  delta  mismatch: natural spacing of the free layer is s (1 + delta)
  K      spring constant between neighbouring cells
  W, p   barrier and period of the oxide potential W sin^2(pi u / p)
  ell    wall half-width in cells, (p/pi) sqrt(K / (2 W))
Below delta_c the locked state is lowest; above it walls (solitons) enter.
A free-ended locked chain stays metastable up to (pi/2) delta_c.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ellipk, ellipe

pi = np.pi


def potential(x, W, p, r=0.0):
    """Oxide potential; r adds a second harmonic, barrier stays W."""
    return W * (np.sin(pi * x / p)**2 + r * np.sin(2 * pi * x / p)**2)


def half_width(K, W, p):
    return p / pi * np.sqrt(K / (2 * W))


def critical_mismatch(K, W, s):
    return 2 * np.sqrt(2) / pi * np.sqrt(W / (K * s**2))


def critical_from_integral(K, W, p, s, r=0.0):
    """Threshold for any potential: wall energy integral / (K s p)."""
    energy = quad(lambda u: np.sqrt(2 * K * potential(u, W, p, r)), 0, p)[0]
    return energy / (K * s * p)


def relaxed_wall(L, K, W, p, r=0.0):
    """Discrete equilibrium with slip p over L cells (Newton's method).
    By reflection symmetry this is also one period of a wall lattice."""
    n = np.arange(L + 1)
    g = np.arctan(np.exp((n - L / 2) / half_width(K, W, p)))
    u = p * (g - g[0]) / (g[-1] - g[0])
    for _ in range(60):
        v = u[1:-1]
        slope = W * pi / p * (np.sin(2 * pi * v / p)
                              + 2 * r * np.sin(4 * pi * v / p))
        residual = K * (2 * v - u[:-2] - u[2:]) + slope
        if np.max(np.abs(residual)) < 1e-11 * K * p:
            break
        curve = W * (pi / p)**2 * (2 * np.cos(2 * pi * v / p)
                                   + 8 * r * np.cos(4 * pi * v / p))
        bands = np.full((3, L - 1), -K)
        bands[1] = 2 * K + curve
        u[1:-1] -= solve_banded((1, 1), bands, residual)
    assert np.max(np.abs(residual)) < 1e-10 * K * p
    return u


def excess_energy(u, delta, K, W, p, s, r=0.0, nu=0.0, biaxial=False):
    """Energy of displaced cells minus locked cells, summed directly."""
    locked = s * np.arange(len(u))
    strain_y = -delta if biaxial else 0.0

    def total(x):
        strain_x = (np.diff(x) - s * (1 + delta)) / s
        elastic = 0.5 * K * s**2 * (strain_x**2 + strain_y**2
                                    + 2 * nu * strain_x * strain_y)
        return np.sum(elastic) + np.sum(potential(x[:-1], W, p, r))
    return total(locked + u) - total(locked)


def discrete_threshold(K, W, p, s, r=0.0, nu=0.0, biaxial=False):
    L = int(16 * half_width(K, W, p))
    u = relaxed_wall(L, K, W, p, r)
    return brentq(lambda d: excess_energy(u, d, K, W, p, s, r, nu, biaxial),
                  0.0, 0.5, xtol=1e-15, rtol=1e-13)


def modulus_from_spacing(L_over_ell):
    return brentq(lambda k: 2 * k * ellipk(k * k) - L_over_ell,
                  1e-6, 1 - 1e-13, xtol=1e-15)


def mismatch_ratio(k):
    return ellipe(k * k) / k


# ---------------- tests on a chain with arbitrary parameters -------------
K, W, p, s = 520.0, 0.7, 1.3, 2.6
ell = half_width(K, W, p)
dc = critical_mismatch(K, W, s)

# threshold of the discrete chain and its leading lattice correction
test_ratio = discrete_threshold(K, W, p, s) / dc
lattice_coefficient = (1 - test_ratio) * 72 * ell**2
assert abs(test_ratio - 1) < 1e-3
assert abs(lattice_coefficient - 1) < 0.05   # next order is 1/ell^2 smaller

# the threshold does not depend on the slip period (s = 4 p here)
other = discrete_threshold(4 * K, W, s / 4, s)
assert abs(other / critical_mismatch(4 * K, W, s) - 1) < 1e-3

# potential with a second harmonic, and equal mismatch in both directions
for r in (0.1, -0.1):
    a = discrete_threshold(K, W, p, s, r=r)
    assert abs(a / critical_from_integral(K, W, p, s, r) - 1) < 2e-3
biaxial_ratio = discrete_threshold(K, W, p, s, nu=0.3, biaxial=True) / dc
assert abs(biaxial_ratio * 1.3 - 1) < 1e-3

# no slip profile costs less than the wall energy 4 W ell
rng = np.random.default_rng(3)
x = np.arange(-15 * ell, 15 * ell, 0.02 * ell)
costs = []
for _ in range(300):
    width = ell * rng.uniform(0.5, 2.0)
    u = 2 * p / pi * np.arctan(np.exp(x / width))
    u = u + p * rng.uniform(-0.3, 0.3) * np.exp(-(x / (3 * ell))**2) \
        * np.sin(x / ell * rng.uniform(0.1, 2) + rng.uniform(0, 6))
    density = 0.5 * K * np.gradient(u, x)**2 + potential(u, W, p)
    costs.append(np.sum(density) * (x[1] - x[0]) / (4 * W * ell))
lowest_cost = min(costs)
assert lowest_cost > 1 - 1e-4

# wall lattice: mismatch at which spacings L and L+1 have equal energy
lattice_rows = []
single = excess_energy(relaxed_wall(int(16 * ell), K, W, p), 0, K, W, p, s)
for L in (16, 24, 40):
    u1, u2 = relaxed_wall(L, K, W, p), relaxed_wall(L + 1, K, W, p)
    assert excess_energy(u1, 0, K, W, p, s) > single      # walls repel
    cross = brentq(lambda d: excess_energy(u1, d, K, W, p, s) / L
                   - excess_energy(u2, d, K, W, p, s) / (L + 1), 0, 0.5,
                   xtol=1e-15)
    law = mismatch_ratio(modulus_from_spacing((L + 0.5) / ell))
    assert abs(cross / dc / law - 1) < 5e-3   # finite step in L, lattice
    lattice_rows.append(((L + 0.5) / ell, cross / dc, law))
far = 8.0
exact_far = mismatch_ratio(modulus_from_spacing(far)) - 1
assert abs(4 * (1 + far) * np.exp(-far) / exact_far - 1) < 0.03


def end_slip(delta, K, W, p, s, cells=121, steps=20000):
    """Overdamped motion of a free-ended chain started locked."""
    u = np.zeros(cells)
    for _ in range(steps):
        tension = K * (np.diff(u) - s * delta)
        force = -W * pi / p * np.sin(2 * pi * u / p)
        force[:-1] += tension
        force[1:] -= tension
        u += 0.2 / K * force
    return (u[-1] - u[cells // 2]) / p


K_soft = 130.0
ds_soft = pi / 2 * critical_mismatch(K_soft, W, s)
slip_below = end_slip(0.96 * ds_soft, K_soft, W, p, s)
slip_above = end_slip(1.04 * ds_soft, K_soft, W, p, s)
assert slip_below < 0.5 and slip_above > 1.0

# ---------------- worked example: MoS2 on sapphire regime ----------------
a_layer, a_oxide = 0.316, 0.476        # nm, rough typical values
C11_Nm, C12_Nm = 130.0, 30.0           # N/m, rough typical values
W = 1.0e-3                             # eV per layer cell, round choice
to_eV_nm2 = 1e-18 / const.e
C11, C12 = C11_Nm * to_eV_nm2, C12_Nm * to_eV_nm2
s, p = 2 * a_oxide / 3, a_oxide / 3
area = np.sqrt(3) / 2 * s**2
K = C11 * area / s**2
nu = C12 / C11
delta = a_layer / s - 1
ell = half_width(K, W, p)
dc = critical_mismatch(K, W, s)
ds = pi / 2 * dc
wall_energy = 4 * W * ell
hartree = const.physical_constants['Hartree energy in eV'][0]
dc_discrete = discrete_threshold(K, W, p, s)
assert abs(dc_discrete / dc - 1) < 1e-4
W_hold = K * s**2 * (pi * delta)**2 / 8
assert abs(critical_from_integral(K, W_hold, p, s) / abs(delta) - 1) < 1e-6
W_hold_biaxial = W_hold * (1 + nu)**2

ratio = abs(delta) / dc
assert ratio > 1
k = brentq(lambda q: mismatch_ratio(q) - ratio, 1e-3, 1 - 1e-13)
spacing = 2 * ell * k * ellipk(k * k) * s
free_spacing = p / abs(delta)

# thermal smearing: Gaussian average of the potential over layer motion
shear = (C11 - C12) / 2
q_max2 = 4 * pi / area                 # circle holding one mode per cell


def smeared(T):
    kT = const.k * T / const.e
    W_T = W
    for _ in range(100):
        kappa = 2 * pi**2 * W_T / (p**2 * area)
        u2 = sum(kT / 2 * np.log(1 + C * q_max2 / kappa) / (4 * pi * C)
                 for C in (C11, shear))
        W_T = W * np.exp(-0.5 * (2 * pi / p)**2 * u2)
    check = sum(quad(lambda q: kT / 2 * q / (2 * pi) / (C * q * q + kappa),
                     0, np.sqrt(q_max2), points=[0.1, 1.0])[0]
                for C in (C11, shear))
    assert abs(check / u2 - 1) < 1e-6
    return W_T, np.sqrt(u2)


W300, u300 = smeared(300.0)
W1100, u1100 = smeared(1100.0)

# yielding of the oxide: half-space under shear traction of wavelength 2 pi w
young, poisson = 400e9, 0.25           # Pa, rough typical values
traction = pi * W / (p * area) * const.e * 1e27
yielding = 2 * (1 - poisson**2) * traction / young * ell * s
expansion_gap = 1e-6                   # 1/K, rough size of the difference
thermal_mismatch = expansion_gap * (1100 - 300)
shape = [critical_from_integral(K, W, p, s, r) / dc for r in (0.1, -0.1)]

print(f"test chain: discrete/continuum threshold = {test_ratio:.6f}")
print(f"test chain: lattice correction x 72 ell^2 = {lattice_coefficient:.3f}")
print(f"test chain: biaxial/uniaxial, C12/C11=0.3 = {biaxial_ratio:.4f}")
print(f"lowest random slip cost / (4 W ell) = {lowest_cost:.4f}")
for row in lattice_rows:
    print("L/ell = %.3f: delta/delta_c chain %.4f, law %.4f" % row)
print(f"end slip at 0.96 delta_s = {slip_below:.3f} periods")
print(f"end slip at 1.04 delta_s = {slip_above:.3f} periods")
print(f"layer lattice constant = {a_layer:.3f} nm")
print(f"oxide lattice constant = {a_oxide:.3f} nm")
print(f"C11 = {C11_Nm:.0f} N/m")
print(f"C12 = {C12_Nm:.0f} N/m")
print(f"barrier W = {W*1e3:.2f} meV per cell")
print(f"locked spacing s = {s:.4f} nm")
print(f"slip period p = {p:.4f} nm")
print(f"cell area = {area:.5f} nm^2")
print(f"K s^2 = {K*s**2:.2f} eV")
print(f"actual mismatch delta = {100*delta:.3f} %")
print(f"wall half-width ell = {ell:.2f} cells")
print(f"wall half-width ell s = {ell*s:.2f} nm")
print(f"wall energy per row = {wall_energy:.4f} eV")
print(f"wall energy per row = {wall_energy/hartree:.5f} hartree")
print(f"critical mismatch delta_c = {100*dc:.4f} %")
print(f"delta_c from discrete chain = {100*dc_discrete:.4f} %")
print(f"edge-entry limit delta_s = {100*ds:.4f} %")
print(f"|delta|/delta_c = {ratio:.3f}")
print(f"wall spacing at this mismatch = {spacing:.1f} nm")
print(f"wall spacing without oxide potential = {free_spacing:.1f} nm")
print(f"barrier needed to hold, uniaxial = {W_hold*1e3:.2f} meV")
print(f"barrier needed to hold, biaxial = {W_hold_biaxial*1e3:.2f} meV")
print(f"C12/C11 = {nu:.3f}")
print(f"biaxial delta_c = {100*dc/(1+nu):.4f} %")
print(f"biaxial delta_s = {100*ds/(1+nu):.4f} %")
print(f"rms in-plane motion, 300 K = {u300:.5f} nm")
print(f"rms in-plane motion, 1100 K = {u1100:.5f} nm")
print(f"smeared barrier, 300 K = {W300*1e3:.3f} meV")
print(f"smeared barrier, 1100 K = {W1100*1e3:.3f} meV")
print(f"uniaxial delta_c, 300 K = {100*dc*np.sqrt(W300/W):.4f} %")
print(f"uniaxial delta_c, 1100 K = {100*dc*np.sqrt(W1100/W):.4f} %")
print(f"assumed expansion difference = {expansion_gap:.1e} 1/K")
print(f"mismatch change 300 to 1100 K = {100*thermal_mismatch:.3f} %")
print(f"oxide Young modulus = {young/1e9:.0f} GPa")
print(f"oxide Poisson ratio = {poisson:.2f}")
print(f"peak shear traction = {traction/1e6:.1f} MPa")
print(f"oxide yielding / slip period = {100*yielding/p:.2f} %")
print(f"delta_c factor, second harmonic +0.1 = {shape[0]:.4f}")
print(f"delta_c factor, second harmonic -0.1 = {shape[1]:.4f}")
print(f"mismatch shift per 0.001 nm in layer = {100*0.001/s:.3f} %")
print("all assertions hold")
```

Running it gives:

```
test chain: discrete/continuum threshold = 0.999782
test chain: lattice correction x 72 ell^2 = 0.999
test chain: biaxial/uniaxial, C12/C11=0.3 = 0.7691
lowest random slip cost / (4 W ell) = 1.0016
L/ell = 2.069: delta/delta_c chain 2.4013, law 2.3991
L/ell = 3.072: delta/delta_c chain 1.6515, law 1.6508
L/ell = 5.078: delta/delta_c chain 1.1419, law 1.1419
end slip at 0.96 delta_s = 0.369 periods
end slip at 1.04 delta_s = 2.378 periods
layer lattice constant = 0.316 nm
oxide lattice constant = 0.476 nm
C11 = 130 N/m
C12 = 30 N/m
barrier W = 1.00 meV per cell
locked spacing s = 0.3173 nm
slip period p = 0.1587 nm
cell area = 0.08721 nm^2
K s^2 = 70.76 eV
actual mismatch delta = -0.420 %
wall half-width ell = 29.94 cells
wall half-width ell s = 9.50 nm
wall energy per row = 0.1197 eV
wall energy per row = 0.00440 hartree
critical mismatch delta_c = 0.3385 %
delta_c from discrete chain = 0.3384 %
edge-entry limit delta_s = 0.5316 %
|delta|/delta_c = 1.241
wall spacing at this mismatch = 41.8 nm
wall spacing without oxide potential = 37.8 nm
barrier needed to hold, uniaxial = 1.54 meV
barrier needed to hold, biaxial = 2.33 meV
C12/C11 = 0.231
biaxial delta_c = 0.2750 %
biaxial delta_s = 0.4320 %
rms in-plane motion, 300 K = 0.00634 nm
rms in-plane motion, 1100 K = 0.01220 nm
smeared barrier, 300 K = 0.969 meV
smeared barrier, 1100 K = 0.890 meV
uniaxial delta_c, 300 K = 0.3332 %
uniaxial delta_c, 1100 K = 0.3193 %
assumed expansion difference = 1.0e-06 1/K
mismatch change 300 to 1100 K = 0.080 %
oxide Young modulus = 400 GPa
oxide Poisson ratio = 0.25
peak shear traction = 36.4 MPa
oxide yielding / slip period = 1.02 %
delta_c factor, second harmonic +0.1 = 1.0631
delta_c factor, second harmonic -0.1 = 0.9286
mismatch shift per 0.001 nm in layer = 0.315 %
all assertions hold
```
